# Photoionisation of hydrogen 2s and 2p near threshold: verification in Python

```python
# Photoionisation of hydrogen 2s and 2p (nonrelativistic, dipole, fixed nucleus).
# Result under test, in units of a0^2, with x = photon energy / threshold energy,
# k = electron wavenumber (atomic units), x = 1 + 4 k^2, alpha = fine-structure
# constant, S = exp(-(4/k) arctan 2k) / (1 - exp(-2 pi/k)):
#   2s->p : 2^14 pi^2 alpha/3  (x+3) x^-5 S
#   2p->s : 2^14 pi^2 alpha/27       x^-5 S
#   2p->d : 2^17 pi^2 alpha/27 (x+3) x^-6 S
# Radial integrals R use energy-normalised continuum functions.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, gammaln, jv, lpmv, zeta

alpha = const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
rydberg_ev = const.physical_constants["Rydberg constant times hc in eV"][0]
mass_ratio = const.m_e / const.m_p
megabarn = bohr**2 / 1e-22          # a0^2 expressed in Mb
channels = {"2s->p": (0, 1), "2p->s": (1, 0), "2p->d": (1, 2)}


def coulomb_factor(k):
    if k == 0:
        return np.exp(-8.0)
    return np.exp(-4 * np.arctan(2 * k) / k) / (-np.expm1(-2 * np.pi / k))


def sigma_closed(name, k):
    x = 1 + 4 * k * k
    common = 2**14 * np.pi**2 * alpha * coulomb_factor(k)
    if name == "2s->p":
        return common * (x + 3) / (3 * x**5)
    if name == "2p->s":
        return common / (27 * x**5)
    return 8 * common * (x + 3) / (27 * x**6)


def grid(r_max, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return r_max * (t + 1) / 2, r_max * w / 2


def bound_u(n, l, r):
    rho = 2 * r / n
    norm = np.exp(0.5 * (gammaln(n - l) - gammaln(n + l + 1))) / n
    return (norm * rho**(l + 1) * np.exp(-rho / 2)
            * eval_genlaguerre(n - l - 1, 2 * l + 1, rho))


# Angular weights: average over initial m of |<l' m|cos(theta)|l m>|^2.
def angular_weight(l, lp):
    c, w = np.polynomial.legendre.leggauss(20)

    def theta_part(j, m):
        ratio = np.exp(gammaln(j - m + 1) - gammaln(j + m + 1))
        return np.sqrt((2 * j + 1) / 2 * ratio) * lpmv(m, j, c)

    total = 0.0
    for m in range(min(l, lp) + 1):
        element = np.sum(w * theta_part(lp, m) * c * theta_part(l, m))
        total += (1 if m == 0 else 2) * element**2
    return total / (2 * l + 1)


weight = {}
for name, (l, lp) in channels.items():
    weight[name] = angular_weight(l, lp)
    assert abs(weight[name] - max(l, lp) / (3 * (2 * l + 1))) < 1e-12

# Direct quadrature with Coulomb functions at three energies.
r, w = grid(80.0, 140)
worst_quadrature = 0.0
worst_overlap = 0.0
for k in (0.3, np.sqrt(0.75), 2.0):
    omega = (1 + 4 * k * k) / 8
    wave = {}
    for lp in (0, 1, 2):
        values = [float(mp.re(mp.coulombf(lp, -1 / k, k * s))) for s in r]
        wave[lp] = np.sqrt(2 / (np.pi * k)) * np.array(values)
    overlap = np.sum(w * bound_u(2, 1, r) * wave[1])
    worst_overlap = max(worst_overlap, abs(overlap))
    for name, (l, lp) in channels.items():
        radial = np.sum(w * bound_u(2, l, r) * r * wave[lp])
        direct = 4 * np.pi**2 * alpha * omega * weight[name] * radial**2
        error = abs(direct / sigma_closed(name, k) - 1)
        worst_quadrature = max(worst_quadrature, error)
assert worst_quadrature < 1e-6
assert worst_overlap < 1e-8


# Threshold from zero-energy Bessel functions, for any reduced mass mu.
def threshold_direct(name, mu):
    l, lp = channels[name]
    s, ws = grid(120.0, 400)
    initial = np.sqrt(mu) * bound_u(2, l, mu * s)
    final = np.sqrt(2 * mu * s) * jv(2 * lp + 1, np.sqrt(8 * mu * s))
    radial = np.sum(ws * initial * s * final)
    sigma = 4 * np.pi**2 * alpha * mu / 8 * weight[name] * radial**2
    return radial, sigma


mu_h = 1 / (1 + mass_ratio)
radial_threshold, sigma_mu = {}, {}
for name in channels:
    radial_threshold[name], direct = threshold_direct(name, 1.0)
    assert abs(direct / sigma_closed(name, 0) - 1) < 1e-9
    assert abs(sigma_closed(name, 1e-3) / direct - 1) < 1e-4
    sigma_mu[name] = threshold_direct(name, mu_h)[1]
    assert abs(sigma_mu[name] * mu_h**2 / direct - 1) < 1e-9

# Closure and oscillator-strength sum: explicit bound states plus continuum.
r, w = grid(120.0, 400)
n_max = 60
closure, mean_r2 = {}, {}
strength = {0: 0.0, 1: 0.0}
for name, (l, lp) in channels.items():
    initial = bound_u(2, l, r)
    mean_r2[name] = np.sum(w * initial**2 * r**2)
    total_r2, total_f = 0.0, 0.0
    for n in range(lp + 1, n_max + 1):
        r2 = np.sum(w * initial * r * bound_u(n, lp, r))**2
        f = 2 * (1 / 8 - 1 / (2 * n * n)) * weight[name] * r2
        total_r2 += r2
        total_f += f
    # High-n terms fall as n^-3; the last term fixes the coefficient.
    tail = n_max**3 * zeta(3, n_max + 1)
    total_r2 += r2 * tail
    total_f += f * tail
    assert abs(n_max**3 * r2 / radial_threshold[name]**2 - 1) < 0.01

    def continuum_r2(k):
        omega = (1 + 4 * k * k) / 8
        return k * sigma_closed(name, k) / (
            4 * np.pi**2 * alpha * omega * weight[name])

    def continuum_f(k):
        return k * sigma_closed(name, k) / (2 * np.pi**2 * alpha)

    for low, high in ((0, 1), (1, 10), (10, 1000)):
        total_r2 += quad(continuum_r2, low, high, epsabs=1e-11)[0]
        total_f += quad(continuum_f, low, high, epsabs=1e-11)[0]
    closure[name] = total_r2
    strength[l] += total_f
    assert abs(total_r2 / mean_r2[name] - 1) < 1e-5
assert abs(strength[0] - 1) < 1e-5 and abs(strength[1] - 1) < 1e-5

# High-energy power laws and channel ratio (mathematical limit of the model).
k1, k2 = 1.0e4, 1.1e4
log_x = np.log((1 + 4 * k2**2) / (1 + 4 * k1**2))
slope = {}
for name, power in (("2s->p", -3.5), ("2p->s", -4.5), ("2p->d", -4.5)):
    slope[name] = np.log(sigma_closed(name, k2) / sigma_closed(name, k1)) / log_x
    assert abs(slope[name] - power) < 1e-3
ratio_high = sigma_closed("2p->d", k1) / sigma_closed("2p->s", k1)
assert abs(ratio_high - 8) < 1e-5

# Printed results.
print(f"fine-structure constant = {alpha:.8f}")
print(f"a0^2 = {megabarn:.4f} Mb")
print(f"n=2 threshold photon energy = {rydberg_ev / 4:.4f} eV")
print(f"S at threshold, exp(-8) = {coulomb_factor(0):.6e}")
for name in channels:
    print(f"{name}: angular weight = {weight[name]:.6f}")
    print(f"{name}: threshold |R| = {abs(radial_threshold[name]):.5f} a.u.")
s2, ps, pd = [sigma_closed(name, 0) for name in channels]
print(f"threshold sigma(2s) = {s2:.5f} a0^2 = {s2 * megabarn:.3f} Mb")
print(f"threshold sigma(2p) = {ps + pd:.5f} a0^2 = {(ps + pd) * megabarn:.3f} Mb")
print(f"threshold 2p->s = {ps * megabarn:.4f} Mb")
print(f"threshold 2p->d = {pd * megabarn:.4f} Mb")
print(f"threshold d/s ratio = {pd / ps:.4f}")
print(f"threshold s share of 2p = {100 * ps / (ps + pd):.3f} percent")
print(f"reduced mass: sigma(2s) = {sigma_mu['2s->p'] * megabarn:.3f} Mb")
p_mu = sigma_mu["2p->s"] + sigma_mu["2p->d"]
print(f"reduced mass: sigma(2p) = {p_mu * megabarn:.3f} Mb")
print("table: x, photon eV, k a.u., S, then Mb: 2s, 2p->s, 2p->d, 2p; d/s")
for x in (1.0, 1.5, 2.0, 4.0, 10.0):
    k = np.sqrt((x - 1) / 4)
    s2, ps, pd = [sigma_closed(name, k) * megabarn for name in channels]
    print(f"{x:4.1f} {x * rydberg_ev / 4:8.4f} {k:.5f} {coulomb_factor(k):.5e}"
          f" {s2:.5f} {ps:.5f} {pd:.5f} {ps + pd:.5f} {pd / ps:.3f}")
print(f"largest relative quadrature deviation = {worst_quadrature:.1e}")
print(f"largest 2p-continuum p overlap = {worst_overlap:.1e} a.u.")
for name in channels:
    print(f"{name}: closure sum = {closure[name]:.5f}, "
          f"<r^2> = {mean_r2[name]:.5f} a0^2")
print(f"oscillator-strength sum: 2s {strength[0]:.6f}, 2p {strength[1]:.6f}")
for name in channels:
    print(f"{name}: high-energy exponent = {slope[name]:.4f}")
print(f"high-energy d/s ratio = {ratio_high:.5f}")
print("checks complete")
```

It prints:

```
fine-structure constant = 0.00729735
a0^2 = 28.0029 Mb
n=2 threshold photon energy = 3.4014 eV
S at threshold, exp(-8) = 3.354626e-04
2s->p: angular weight = 0.333333
2s->p: threshold |R| = 6.63097 a.u.
2p->s: angular weight = 0.111111
2p->s: threshold |R| = 1.91420 a.u.
2p->d: angular weight = 0.222222
2p->d: threshold |R| = 7.65678 a.u.
threshold sigma(2s) = 0.52780 a0^2 = 14.780 Mb
threshold sigma(2p) = 0.48382 a0^2 = 13.548 Mb
threshold 2p->s = 0.4106 Mb
threshold 2p->d = 13.1376 Mb
threshold d/s ratio = 32.0000
threshold s share of 2p = 3.030 percent
reduced mass: sigma(2s) = 14.796 Mb
reduced mass: sigma(2p) = 13.563 Mb
table: x, photon eV, k a.u., S, then Mb: 2s, 2p->s, 2p->d, 2p; d/s
 1.0   3.4014 0.00000 3.35463e-04 14.77985 0.41055 13.13765 13.54820 32.000
 1.5   5.1021 0.35355 9.45915e-04 6.17411 0.15245 3.65873 3.81118 24.000
 2.0   6.8028 0.50000 1.86745e-03 3.21392 0.07142 1.42841 1.49983 20.000
 4.0  13.6057 0.86603 7.93802e-03 0.59769 0.00949 0.13282 0.14231 14.000
10.0  34.0142 1.50000 3.63156e-02 0.05200 0.00044 0.00462 0.00507 10.400
largest relative quadrature deviation = 3.4e-11
largest 2p-continuum p overlap = 1.6e-14 a.u.
2s->p: closure sum = 42.00001, <r^2> = 42.00000 a0^2
2p->s: closure sum = 30.00000, <r^2> = 30.00000 a0^2
2p->d: closure sum = 30.00002, <r^2> = 30.00000 a0^2
oscillator-strength sum: 2s 1.000001, 2p 1.000001
2s->p: high-energy exponent = -3.4999
2p->s: high-energy exponent = -4.4999
2p->d: high-energy exponent = -4.4999
high-energy d/s ratio = 8.00000
checks complete
```
